# Reduced rank extrapolation, GMRES and DIIS for a linear SCF map: verification in Python

```python
"""Result under test: for the linear SCF map x -> G x + b, reduced rank
extrapolation (RRE) of the plain sequence equals GMRES for A x = b, A = I - G.
DIIS, which feeds extrapolants back, has the same extrapolants unless GMRES
stagnates, but its stored residual differences are usually far less dependent.
Symbols: f = b - A x residual; q_j Arnoldi vectors of G started from A f_0;
h their subdiagonal coefficients; alpha the simple-mixing parameter.
Model: site potentials V = w - chi J V on an open chain (Hartree units).
"""
import numpy as np
import mpmath as mp
from numpy.linalg import norm


def extrapolate(points, residuals):
    """Minimize the norm of the affine combination of residuals."""
    x_last, f_last = points[-1], residuals[-1]
    if len(points) == 1:
        return x_last.copy(), f_last.copy()
    dx = np.diff(np.array(points), axis=0).T
    df = np.diff(np.array(residuals), axis=0).T
    scale = norm(df, axis=0)
    dx, df = dx / scale, df / scale
    theta = np.linalg.lstsq(df, f_last, rcond=None)[0]
    return x_last - dx @ theta, f_last - df @ theta


def run_scf(A, b, steps, feedback):
    """Plain sequence (feedback False) or full-history DIIS (True)."""
    points, residuals = [np.zeros(len(b))], [b.copy()]
    for _ in range(steps):
        if feedback:
            s, f = extrapolate(points, residuals)
        else:
            s, f = points[-1], residuals[-1]
        points.append(s + f)
        residuals.append(b - A @ points[-1])
    return points, residuals


def arnoldi(M, start, size):
    """Orthonormal Krylov basis with repeated orthogonalization."""
    Q = np.zeros((len(start), size))
    H = np.zeros((size, size))
    Q[:, 0] = start / norm(start)
    for j in range(1, size):
        v = M @ Q[:, j - 1]
        for _ in range(2):
            overlap = Q[:, :j].T @ v
            H[:j, j - 1] += overlap
            v = v - Q[:, :j] @ overlap
        H[j, j - 1] = norm(v)
        Q[:, j] = v / H[j, j - 1]
    return Q, H


def gmres_iterate(A, b, k):
    """Minimum-residual vector in the k-dimensional Krylov space, x_0 = 0."""
    V, _ = arnoldi(A, b, k)
    return V @ np.linalg.lstsq(A @ V, b, rcond=None)[0]


def unit_differences(residuals, columns):
    D = np.diff(np.array(residuals[:columns + 1]), axis=0).T
    return D / norm(D, axis=0)


def power_columns(G, start, columns):
    """Unit vectors parallel to the plain-sequence residual differences."""
    cols = [start / norm(start)]
    for _ in range(columns - 1):
        v = G @ cols[-1]
        cols.append(v / norm(v))
    return np.array(cols).T


def sines_from_arnoldi(G, start, columns):
    """Predicted sines of columns 2, 3, ... to the span of predecessors."""
    Q, H = arnoldi(G, start, columns)
    sub = np.diag(H, -1)
    v, rre, diis = Q[:, 0].copy(), [], []
    for m in range(1, columns):
        v = G @ v
        rre.append(np.prod(sub[:m]) / norm(v))
        diis.append(sub[m - 1] / norm(G @ Q[:, m - 1]))
    return np.array(rre), np.array(diis)


def sines_from_data(D):
    return np.abs(np.diag(np.linalg.qr(D)[1]))[1:]


# Chain model
rng = np.random.default_rng(7)
sites, chi, onsite, neighbour, width = 200, 25.0, 1.0, 0.5, 0.1
J = onsite * np.eye(sites)
J += neighbour * (np.eye(sites, k=1) + np.eye(sites, k=-1))
dielectric = np.eye(sites) + chi * J
w = width * rng.standard_normal(sites)
alpha, alpha_small = 0.035, 0.005
A, b = alpha * dielectric, alpha * w
G = np.eye(sites) - A

# General nonsymmetric test problem
R = rng.standard_normal((30, 30))
G_gen = 0.9 * R / norm(R, 2)
A_gen, b_gen = np.eye(30) - G_gen, rng.standard_normal(30)

# Equality of extrapolants, feedback residuals, orthogonality, angles
largest_mismatch = 0.0
for G_t, A_t, b_t in ((G, A, b), (G_gen, A_gen, b_gen)):
    plain = run_scf(A_t, b_t, 9, False)
    diis = run_scf(A_t, b_t, 9, True)
    rho = [b_t]
    for k in range(1, 9):
        reference = gmres_iterate(A_t, b_t, k)
        rho.append(b_t - A_t @ reference)
        for pts, res in (plain, diis):
            s = extrapolate(pts[:k + 1], res[:k + 1])[0]
            mismatch = norm(s - reference) / norm(reference)
            largest_mismatch = max(largest_mismatch, mismatch)
        assert norm(diis[1][k + 1] - G_t @ rho[k]) < 1e-8 * norm(b_t)
    changes = unit_differences(rho, 8)
    assert np.max(np.abs(changes.T @ changes - np.eye(8))) < 1e-7
    predicted = sines_from_arnoldi(G_t, A_t @ b_t, 8)
    for (pts, res), sine in zip((plain, diis), predicted):
        measured = sines_from_data(unit_differences(res, 8))
        assert np.allclose(measured, sine, rtol=1e-6, atol=0)
assert largest_mismatch < 1e-8

# Stagnation: a cyclic shift stops DIIS but not RRE
shift, unit = np.roll(np.eye(4), 1, axis=0), np.eye(4)[0]
stuck = run_scf(shift, unit, 2, True)[0]
stuck_step = norm(stuck[2] - stuck[1])
pts, res = run_scf(shift, unit, 4, False)
shift_rre = norm(unit - shift @ extrapolate(pts, res)[0])
shift_gmres3 = norm(unit - shift @ gmres_iterate(shift, unit, 3))
assert stuck_step < 1e-12 and shift_rre < 1e-10
assert abs(shift_gmres3 - 1) < 1e-12

# Exponential bound for the plain sequence, symmetric G
lam, modes = np.linalg.eigh(G)
mu = np.max(np.abs(lam))
q1 = A @ b / norm(A @ b)
c = abs(modes[:, np.argmax(np.abs(lam))] @ q1)
ratio = (lam[-1] - lam[0]) / (4 * mu)
sin_rre, sin_diis = sines_from_arnoldi(G, q1, 30)
bound = 2 / c * ratio ** np.arange(1, 30)
assert ratio <= 0.5 and np.all(sin_rre <= bound)

# Condition numbers of unit-column difference matrices
last = 100
plain = run_scf(A, b, last, False)
diis = run_scf(A, b, last, True)
conditions = {}
for n in (10, 20, 30):
    conditions[n] = (np.linalg.cond(power_columns(G, q1, n)),
                     np.linalg.cond(unit_differences(diis[1], n)))
assert conditions[30][0] >= 1 / sin_rre[-1]
assert conditions[30][0] > 1e4 * conditions[30][1]

# Attainable residuals in double precision
table = {}
for k in (20, 40, 60, 80, 100):
    row = [norm(plain[1][k])]
    for pts, res in (plain, diis):
        s = extrapolate(pts[:k + 1], res[:k + 1])[0]
        row.append(norm(b - A @ s))
    row.append(norm(b - A @ gmres_iterate(A, b, k)))
    table[k] = np.array(row) / norm(b)
assert table[100][2] < 1e-9
assert table[100][1] > 1e3 * table[100][2]

# RRE on the same plain sequence with 150 digits, in the eigenbasis of G
mp.mp.dps = 150
k_high = 80
lam_mp = [mp.mpf(float(v)) for v in lam]
weights = [mp.mpf(float(v)) ** 2 for v in modes.T @ b]
total = mp.fsum(weights)
moments = []
for _ in range(2 * k_high + 1):
    moments.append(mp.fsum(weights) / total)
    weights = [v * l for v, l in zip(weights, lam_mp)]
gram = mp.matrix(k_high + 1, k_high + 1)
for i in range(k_high + 1):
    for j in range(k_high + 1):
        gram[i, j] = moments[i + j]
solution = mp.lu_solve(gram, mp.matrix([1] * (k_high + 1)))
high_rre = float(1 / mp.sqrt(mp.fsum(solution)))
assert abs(high_rre / table[k_high][3] - 1) < 1e-3
assert table[k_high][1] > 10 * high_rre

# Very small mixing: one nearly dependent direction also in DIIS
A_s, b_s = alpha_small * dielectric, alpha_small * w
G_s = np.eye(sites) - A_s
lam_s = np.linalg.eigvalsh(G_s)
plain_s = run_scf(A_s, b_s, last, False)
diis_s = run_scf(A_s, b_s, last, True)
sv_rre = np.linalg.svd(power_columns(G_s, A_s @ b_s, 8), compute_uv=False)
sv_diis = np.linalg.svd(unit_differences(diis_s[1], 8), compute_uv=False)
floor = np.min(np.abs(lam_s)) / np.max(np.abs(lam_s))
assert sv_diis[-2] > 0.999 * floor
assert sv_diis[-1] < 1e-3 and sv_rre[-2] < 0.01 * floor
small_final = [norm(b_s - A_s @ extrapolate(p, r)[0]) / norm(b_s)
               for p, r in (plain_s, diis_s)]

eps_values = np.linalg.eigvalsh(dielectric)
print(f"sites {sites}, response chi = {chi:.1f} 1/Ha")
print(f"repulsion: on-site {onsite:.2f} Ha, neighbour {neighbour:.2f} Ha")
print(f"external potential width = {width:.2f} Ha")
print(f"I + chi J eigenvalues: {eps_values[0]:.4f} to {eps_values[-1]:.4f}")
print(f"mixing alpha = {alpha}; G from {lam[0]:.4f} to {lam[-1]:.4f}")
print(f"largest relative mismatch with GMRES, k=1..8: {largest_mismatch:.1e}")
print(f"cyclic shift: GMRES residual at k=3 = {shift_gmres3:.3f}")
print(f"cyclic shift: DIIS |x2-x1| = {stuck_step:.1e}")
print(f"cyclic shift: RRE residual at k=4 = {shift_rre:.1e}")
print(f"overlap |c| = {c:.3e}, bound ratio = {ratio:.4f}")
print("sine of newest column to older ones (RRE, DIIS, RRE bound):")
for n in (5, 10, 20, 30):
    print(f"  column {n}: {sin_rre[n-2]:.3e} {sin_diis[n-2]:.3f}"
          f" {bound[n-2]:.2e}")
print("condition number, unit columns (RRE, DIIS):")
for n, (c_rre, c_diis) in conditions.items():
    print(f"  {n} columns: {c_rre:.2e} {c_diis:.2f}")
print("relative residual (plain, RRE, DIIS, GMRES):")
for k, row in table.items():
    print(f"  k={k}: " + " ".join(f"{v:.2e}" for v in row))
print(f"RRE with {mp.mp.dps} digits, k={k_high}: {high_rre:.2e}")
print(f"small mixing alpha = {alpha_small}")
print(f"  G from {lam_s[0]:.4f} to {lam_s[-1]:.4f}")
print(f"  8 columns, condition: RRE {sv_rre[0]/sv_rre[-1]:.2e},"
      f" DIIS {sv_diis[0]/sv_diis[-1]:.2e}")
print(f"  second smallest singular value: RRE {sv_rre[-2]:.2e},"
      f" DIIS {sv_diis[-2]:.3f}")
print(f"  lower bound for the DIIS value: {floor:.3f}")
print(f"  relative residual at k={last}: RRE {small_final[0]:.2e},"
      f" DIIS {small_final[1]:.2e}")
print("all assertions hold")
```

Running it gives:

```
sites 200, response chi = 25.0 1/Ha
repulsion: on-site 1.00 Ha, neighbour 0.50 Ha
external potential width = 0.10 Ha
I + chi J eigenvalues: 1.0031 to 50.9969
mixing alpha = 0.035; G from -0.7849 to 0.9649
largest relative mismatch with GMRES, k=1..8: 3.5e-15
cyclic shift: GMRES residual at k=3 = 1.000
cyclic shift: DIIS |x2-x1| = 0.0e+00
cyclic shift: RRE residual at k=4 = 9.3e-15
overlap |c| = 2.119e-05, bound ratio = 0.4534
sine of newest column to older ones (RRE, DIIS, RRE bound):
  column 5: 1.139e-01 0.739 3.99e+03
  column 10: 6.189e-03 0.692 7.64e+01
  column 20: 1.339e-05 0.694 2.80e-02
  column 30: 8.003e-09 0.701 1.03e-05
condition number, unit columns (RRE, DIIS):
  10 columns: 1.85e+03 9.54
  20 columns: 6.34e+06 16.79
  30 columns: 3.24e+10 25.17
relative residual (plain, RRE, DIIS, GMRES):
  k=20: 1.15e-01 3.03e-03 3.03e-03 3.03e-03
  k=40: 4.45e-02 1.48e-05 9.36e-06 9.36e-06
  k=60: 1.89e-02 1.15e-06 2.76e-08 2.76e-08
  k=80: 8.40e-03 1.25e-07 8.61e-11 8.61e-11
  k=100: 3.82e-03 2.27e-08 2.81e-13 2.81e-13
RRE with 150 digits, k=80: 8.61e-11
small mixing alpha = 0.005
  G from 0.7450 to 0.9950
  8 columns, condition: RRE 1.55e+10, DIIS 2.39e+08
  second smallest singular value: RRE 1.80e-08, DIIS 0.867
  lower bound for the DIIS value: 0.749
  relative residual at k=100: RRE 8.83e-04, DIIS 5.45e-12
all assertions hold
```
